# Mean-field hopping near equilibrium as a symmetric resistor network: a program that tests the result

```python
"""Linear hopping conduction as a symmetric resistor network.

Result under test: if hop rates obey local detailed balance, the mean-field
hopping equations linearized about equilibrium are Kirchhoff's equations with
conductances e^2 * (equilibrium hop flux) / kT.  The full exclusion process
(all correlations kept) conducts no better than this network.

Symbols: x = (site energy - chemical potential)/kT, f = occupation,
overlap = exp(-2 distance / localization radius), v = bias in units of kT.
Rates are in units of the attempt rate until the film example.
Network nodes: 0 = left contact, 1 = right contact, 2... = sites.
"""
import numpy as np
from scipy import constants as const


def rate_factor(gap, kind="threshold"):
    """Energy factor of a hop that raises the energy by gap*kT."""
    if kind == "threshold":
        return np.exp(-np.maximum(gap, 0.0))
    if kind == "phonon":
        safe = np.where(np.abs(gap) < 1e-12, 1e-12, gap)
        return safe / np.expm1(safe)
    if kind == "marcus":
        reorganization = 8.0
        return np.exp(-(reorganization + gap) ** 2 / (4 * reorganization))
    if kind == "broken":  # deliberately violates detailed balance
        return np.exp(-np.maximum(gap, 0.0) / 2)
    raise ValueError(kind)


def make_overlaps(position, side, radius):
    """Site-site and site-contact overlaps; periodic in the film plane."""
    d = position[:, None, :] - position[None, :, :]
    d[:, :, :2] -= side * np.round(d[:, :, :2] / side)
    pair = np.exp(-2 * np.sqrt((d ** 2).sum(axis=2)) / radius)
    np.fill_diagonal(pair, 0.0)
    z = position[:, 2]
    return pair, np.exp(-2 * z / radius), np.exp(-2 * (side - z) / radius)


def make_rates(x, v_left, v_right, overlaps, kind="threshold"):
    pair, left, right = overlaps
    hop = pair * rate_factor(x[None, :] - x[:, None], kind)
    return (hop,
            left * rate_factor(x - v_left, kind),
            left * rate_factor(v_left - x, kind),
            right * rate_factor(x - v_right, kind),
            right * rate_factor(v_right - x, kind))


def equilibrium_network(x, overlaps, kind="threshold", degeneracy=1):
    """Equilibrium hop fluxes, computed from occupations times rates."""
    hop, _, out_left, _, out_right = make_rates(x, 0.0, 0.0, overlaps, kind)
    full = 1 / (1 + np.exp(x) / degeneracy)
    empty = 1 / (1 + degeneracy * np.exp(-x))
    n = len(x)
    net = np.zeros((n + 2, n + 2))
    net[2:, 2:] = full[:, None] * empty[None, :] * hop
    net[0, 2:] = net[2:, 0] = full * out_left
    net[1, 2:] = net[2:, 1] = full * out_right
    return net


def solve_network(net):
    """Star-mesh elimination: contact conductance and node potentials."""
    m = net.copy()
    n = len(m)
    shares = {}
    for k in range(n - 1, 1, -1):
        row = m[k, :k].copy()
        shares[k] = row / row.sum()
        m[:k, :k] += np.outer(row, shares[k])
    potential = np.zeros(n)
    potential[0] = 1.0
    for k in range(2, n):
        potential[k] = shares[k] @ potential[:k]
    return m[0, 1], potential


def net_inflow(f, rates):
    """Mean-field df/dt from the raw occupied-to-empty rates."""
    hop, in_l, out_l, in_r, out_r = rates
    flux = f[:, None] * (1 - f)[None, :] * hop
    return (flux.sum(axis=0) - flux.sum(axis=1)
            + (1 - f) * (in_l + in_r) - f * (out_l + out_r))


def inflow_jacobian(f, rates):
    n = len(f)
    jac = np.zeros((n, n))
    for j in range(n):
        shifted = f.astype(complex)
        shifted[j] += 1e-30j
        jac[:, j] = net_inflow(shifted, rates).imag / 1e-30
    return jac


def mean_field_current(x, tilt, v_left, overlaps, kind):
    """Steady current of the nonlinear mean-field equations (Newton)."""
    rates = make_rates(x + tilt, v_left, 0.0, overlaps, kind)
    f = 1 / (1 + np.exp(x))
    for _ in range(8):
        f = f - np.linalg.solve(inflow_jacobian(f, rates),
                                net_inflow(f, rates))
    return np.sum((1 - f) * rates[1] - f * rates[2])


def stationary(transition):
    """Stationary distribution by subtraction-free state elimination."""
    t = transition.copy()
    n = len(t)
    for k in range(n - 1, 0, -1):
        t[:k, k] /= t[k, :k].sum()
        t[:k, :k] += np.outer(t[:k, k], t[k, :k])
    p = np.zeros(n)
    p[0] = 1.0
    for k in range(1, n):
        p[k] = p[:k] @ t[:k, k]
    return p / p.sum()


def many_body(x, v, overlaps):
    """Full exclusion process: entropy production and left current."""
    hop, in_l, out_l, in_r, out_r = make_rates(x, v / 2, -v / 2, overlaps)
    n = len(x)
    states = np.arange(2 ** n)
    occupied = ((states[:, None] >> np.arange(n)) & 1).astype(bool)
    channels = []
    for i in range(n):
        start = states[~occupied[:, i]]
        channels.append((start, start + 2 ** i, in_l[i], out_l[i], True))
        channels.append((start, start + 2 ** i, in_r[i], out_r[i], False))
        for j in range(i + 1, n):
            start = states[occupied[:, i] & ~occupied[:, j]]
            channels.append((start, start - 2 ** i + 2 ** j,
                             hop[i, j], hop[j, i], False))
    channels = [c for c in channels if c[2] > 0]
    transition = np.zeros((2 ** n, 2 ** n))
    for start, end, forward, backward, _ in channels:
        transition[start, end] += forward
        transition[end, start] += backward
    p = stationary(transition)
    production = 0.0
    left_current = 0.0
    for start, end, forward, backward, is_left in channels:
        go, back = p[start] * forward, p[end] * backward
        production += np.sum((go - back) * np.log(go / back))
        if is_left:
            left_current += np.sum(go - back)
    return production, left_current


def many_body_conductance(x, overlaps, v=1e-3):
    """Entropy production = current * v; odd-order bias terms cancel."""
    return 0.5 * sum(many_body(x, s * v, overlaps)[0] for s in (1, -1)) / v ** 2


# ---------- tests on a small cluster with mild disorder ----------
rng = np.random.default_rng(11)
x_test = rng.uniform(-2, 2, 7)
test_overlaps = make_overlaps(rng.uniform(0, 9, (7, 3)), 9.0, 4.0)
profile = rng.uniform(-1, 1, 7)
v_small = 1e-3
worst_linear = 0.0
for law in ("threshold", "phonon", "marcus"):
    net = equilibrium_network(x_test, test_overlaps, law)
    assert np.allclose(net, net.T, rtol=1e-11, atol=0)
    g_net, _ = solve_network(net)
    up = mean_field_current(x_test, v_small * profile, v_small,
                            test_overlaps, law)
    down = mean_field_current(x_test, -v_small * profile, -v_small,
                              test_overlaps, law)
    error = abs((up - down) / (2 * v_small) / g_net - 1)
    worst_linear = max(worst_linear, error)
    assert error < 1e-5
    f_eq = 1 / (1 + np.exp(x_test))
    laplacian = np.diag(net.sum(axis=1)) - net
    predicted = -laplacian[2:, 2:] / (f_eq * (1 - f_eq))[None, :]
    measured = inflow_jacobian(f_eq, make_rates(x_test, 0, 0,
                                               test_overlaps, law))
    assert np.allclose(measured, predicted, rtol=1e-9, atol=1e-13)
    assert np.linalg.eigvals(measured).real.max() < 0

bad = equilibrium_network(x_test, test_overlaps, "broken")[2:, 2:]
assert np.max(np.abs(bad - bad.T) / (bad + bad.T + np.eye(7))) > 0.1

# Net-flux law far from equilibrium, arbitrary occupations
f_any = rng.uniform(0.05, 0.95, 7)
mu_any = x_test + np.log(f_any / (1 - f_any))
for law in ("threshold", "phonon", "marcus"):
    hop = make_rates(x_test, 0, 0, test_overlaps, law)[0]
    flux = f_any[:, None] * (1 - f_any)[None, :] * hop
    law_net = flux.T * np.expm1(mu_any[:, None] - mu_any[None, :])
    assert np.allclose(flux - flux.T, law_net, rtol=1e-9, atol=1e-14)

# Closed form of the equilibrium flux for threshold rates
net = equilibrium_network(x_test, test_overlaps)
closed = (test_overlaps[0]
          * np.exp(-np.abs(x_test[:, None] - x_test[None, :]) / 2)
          / (4 * np.cosh(x_test[:, None] / 2) * np.cosh(x_test[None, :] / 2)))
assert np.allclose(net[2:, 2:], closed, rtol=1e-11, atol=0)

# Full exclusion process against the network
production, left_current = many_body(x_test, 0.5, test_overlaps)
assert abs(production / (0.5 * left_current) - 1) < 1e-8
mild_ratio = (many_body_conductance(x_test, test_overlaps)
              / solve_network(net)[0])
assert mild_ratio < 1 + 1e-5
x_equal = np.full(7, 0.7)
equal_ratio = (many_body_conductance(x_equal, test_overlaps)
               / solve_network(equilibrium_network(x_equal, test_overlaps))[0])
assert abs(equal_ratio - 1) < 1e-5

# Two sites on opposite sides of the chemical potential
two_level = 3.0
q = np.exp(-two_level)
two_site = []
for t_over_s in (0.01, 1.0, 100.0):
    s, t = 1.0, t_over_s
    pair_overlaps = (np.array([[0, t], [t, 0]]), np.array([s, 0.0]),
                     np.array([0.0, s]))
    x_pair = np.array([-two_level, two_level])
    ratio = (many_body_conductance(x_pair, pair_overlaps)
             / solve_network(equilibrium_network(x_pair, pair_overlaps))[0])
    formula = ((1 / t + 2 * q / (s * (1 + q)))
               / (1 / t + (1 + q) / (2 * s)))
    assert abs(ratio / formula - 1) < 1e-5
    two_site.append((t_over_s, ratio))

# ---------- film example: round, rough values ----------
temperature = 30.0       # K
site_density = 0.01      # nm^-3
side = 40.0              # nm, thickness and lateral size of a patch
radius = 1.0             # nm
tail_width = 30.0        # meV
mu = -60.0               # meV from the mobility edge
attempt = 1e12           # s^-1
permittivity = 10.0      # relative, rough
band_mass = 0.34         # electron masses, rough
band_mobility = 10.0     # cm^2/(V s), rough
patches = 6


def thermal_mev(kelvin):
    return const.k * kelvin / const.e * 1e3


kt = thermal_mev(temperature)


def siemens(dimensionless, kelvin):
    return const.e ** 2 * attempt / (const.k * kelvin) * dimensionless


def band_conductivity(kelvin):
    """S/cm from carriers above the mobility edge, Boltzmann statistics."""
    states = 2 * (2 * np.pi * band_mass * const.m_e * const.k * kelvin
                  / const.h ** 2) ** 1.5 * 1e-6
    return (const.e * states * np.exp(mu / thermal_mev(kelvin))
            * band_mobility)


# One resistor by hand
e_i, e_j, distance = -65.0, -50.0, 5.0
xi, xj = (e_i - mu) / kt, (e_j - mu) / kt
fi, fj = 1 / (1 + np.exp(xi)), 1 / (1 + np.exp(xj))
tunnel = np.exp(-2 * distance / radius)
w_up = attempt * tunnel * rate_factor(xj - xi)
w_down = attempt * tunnel * rate_factor(xi - xj)
flux_up, flux_down = fi * (1 - fj) * w_up, fj * (1 - fi) * w_down
assert abs(flux_up / flux_down - 1) < 1e-11
pair_siemens = const.e ** 2 * flux_up / (const.k * temperature)

count = int(round(site_density * side ** 3))
rng = np.random.default_rng(2024)
cold, warm, carriers = [], [], []
for patch in range(patches):
    energy = -tail_width * rng.exponential(size=count)
    overlaps = make_overlaps(rng.uniform(0, side, (count, 3)), side, radius)
    x = (energy - mu) / kt
    net = equilibrium_network(x, overlaps)
    g_patch, potential = solve_network(net)
    cold.append(siemens(g_patch, temperature))
    carriers.append(np.sum(1 / (1 + np.exp(x))))
    x_warm = (energy - mu) / thermal_mev(300.0)
    warm.append(siemens(solve_network(
        equilibrium_network(x_warm, overlaps))[0], 300.0))
    if patch == 0:
        drop = np.abs(potential[:, None] - potential[None, :])
        power = net * drop ** 2
        assert abs(power.sum() / 2 / g_patch - 1) < 1e-6
        hot = np.unravel_index(np.argmax(power), power.shape)
        hot_drop = drop[hot]
        hot_power = power[hot] / g_patch
        far = np.zeros_like(net)
        far[2:, 2:] = overlaps[0] * np.exp(
            -(np.abs(x)[:, None] + np.abs(x)[None, :]
              + np.abs(x[:, None] - x[None, :])) / 2)
        far[0, 2:] = far[2:, 0] = overlaps[1] * np.exp(-np.abs(x))
        far[1, 2:] = far[2:, 1] = overlaps[2] * np.exp(-np.abs(x))
        far_ratio = g_patch / solve_network(far)[0]
        assert 0.25 <= far_ratio <= 1
        spin_ratio = solve_network(equilibrium_network(
            x, overlaps, degeneracy=2))[0] / g_patch

cold, warm = np.array(cold), np.array(warm)
carrier_density = np.mean(carriers) / side ** 3 * 1e21
sigma_cold = cold.mean() / (side * 1e-7)
sigma_warm = warm.mean() / (side * 1e-7)
mobility = sigma_cold / (const.e * carrier_density)
assert sigma_cold > 10 * band_conductivity(temperature)
assert sigma_warm < band_conductivity(300.0)
carrier_distance = (carrier_density * 1e-21) ** (-1 / 3)
coulomb = (const.e / (4 * np.pi * const.epsilon_0 * permittivity
                      * carrier_distance * 1e-9)) * 1e3
linear_voltage = kt / hot_drop

# Correlations in small clusters drawn from the film's own statistics
cluster_size, clusters = 7, 24
cluster_side = (cluster_size / site_density) ** (1 / 3)
cluster_ratios = []
for _ in range(clusters):
    x = (-tail_width * rng.exponential(size=cluster_size) - mu) / kt
    overlaps = make_overlaps(rng.uniform(0, cluster_side, (cluster_size, 3)),
                             cluster_side, radius)
    bound = solve_network(equilibrium_network(x, overlaps))[0]
    cluster_ratios.append(many_body_conductance(x, overlaps) / bound)
cluster_ratios = np.array(cluster_ratios)
assert np.all(cluster_ratios < 1 + 1e-4)

print(f"largest relative error, linear mean field: {worst_linear:.1e}")
print(f"exact/network, mild 7-site cluster: {mild_ratio:.4f}")
print(f"exact/network, equal energies: {equal_ratio:.6f}")
print(f"two-site level offset X: {two_level:.1f} kT")
for t_over_s, ratio in two_site:
    print(f"two-site exact/network at t/s = {t_over_s:g}: {ratio:.4f}")
print(f"temperature: {temperature:.0f} K")
print(f"kT: {kt:.4f} meV")
print(f"site density: {site_density * 1e21:.1e} cm^-3")
print(f"localization radius: {radius:.1f} nm")
print(f"tail width: {tail_width:.0f} meV")
print(f"chemical potential from mobility edge: {mu:.0f} meV")
print(f"attempt rate: {attempt:.1e} s^-1")
print(f"pair energies: {e_i:.0f} and {e_j:.0f} meV")
print(f"pair distance: {distance:.1f} nm")
print(f"pair x_i, x_j: {xi:.4f}, {xj:.4f}")
print(f"pair occupations f_i, f_j: {fi:.5f}, {fj:.5f}")
print(f"pair tunnelling factor: {tunnel:.4e}")
print(f"upward rate: {w_up:.4e} s^-1")
print(f"downward rate: {w_down:.4e} s^-1")
print(f"upward equilibrium flux: {flux_up:.4e} s^-1")
print(f"downward equilibrium flux: {flux_down:.4e} s^-1")
print(f"pair conductance: {pair_siemens:.4e} S")
print(f"pair resistance: {1 / pair_siemens:.4e} ohm")
print(f"patch side and film thickness: {side:.0f} nm")
print(f"sites per patch: {count}")
print(f"number of patches: {patches}")
print(f"carrier density: {carrier_density:.3e} cm^-3")
print(f"mean patch conductance: {cold.mean():.3e} S")
print(f"smallest patch conductance: {cold.min():.3e} S")
print(f"largest patch conductance: {cold.max():.3e} S")
print(f"hopping conductivity, 30 K: {sigma_cold:.3e} S/cm")
print(f"effective mobility, 30 K: {mobility:.3e} cm^2/(V s)")
print(f"full/asymptotic conductance, patch 1: {far_ratio:.3f}")
print(f"power share of hottest resistor, patch 1: {hot_power:.3f}")
print(f"voltage share of hottest resistor: {hot_drop:.3f}")
print(f"bias putting kT/e on it: {linear_voltage:.2f} mV")
print(f"mean field at that bias: {linear_voltage * 1e-2 / side:.2e} MV/cm")
print(f"assumed band mass: {band_mass:.2f} electron masses")
print(f"assumed band mobility: {band_mobility:.0f} cm^2/(V s)")
print(f"band conductivity, 30 K: {band_conductivity(temperature):.2e} S/cm")
print(f"hopping conductivity, 300 K: {sigma_warm:.2e} S/cm")
print(f"band conductivity, 300 K: {band_conductivity(300.0):.2e} S/cm")
print(f"assumed relative permittivity: {permittivity:.0f}")
print(f"mean carrier distance: {carrier_distance:.2f} nm")
print(f"Coulomb energy there: {coulomb:.1f} meV = {coulomb / kt:.1f} kT")
print(f"conductance ratio with spin, patch 1: {spin_ratio:.3f}")
print(f"film-like clusters: {clusters} of {cluster_size} sites")
print(f"exact/network, cluster median: {np.median(cluster_ratios):.3f}")
print(f"exact/network, cluster minimum: {cluster_ratios.min():.2e}")
print("every check passed")
```

It prints:

```
largest relative error, linear mean field: 1.2e-07
exact/network, mild 7-site cluster: 0.9973
exact/network, equal energies: 1.000000
two-site level offset X: 3.0 kT
two-site exact/network at t/s = 0.01: 0.9957
two-site exact/network at t/s = 1: 0.7180
two-site exact/network at t/s = 100: 0.1960
temperature: 30 K
kT: 2.5852 meV
site density: 1.0e+19 cm^-3
localization radius: 1.0 nm
tail width: 30 meV
chemical potential from mobility edge: -60 meV
attempt rate: 1.0e+12 s^-1
pair energies: -65 and -50 meV
pair distance: 5.0 nm
pair x_i, x_j: -1.9341, 3.8682
pair occupations f_i, f_j: 0.87370, 0.02047
pair tunnelling factor: 4.5400e-05
upward rate: 1.3714e+05 s^-1
downward rate: 4.5400e+07 s^-1
upward equilibrium flux: 1.1737e+05 s^-1
downward equilibrium flux: 1.1737e+05 s^-1
pair conductance: 7.2738e-12 S
pair resistance: 1.3748e+11 ohm
patch side and film thickness: 40 nm
sites per patch: 640
number of patches: 6
carrier density: 1.366e+18 cm^-3
mean patch conductance: 4.300e-13 S
smallest patch conductance: 1.801e-13 S
largest patch conductance: 9.173e-13 S
hopping conductivity, 30 K: 1.075e-07 S/cm
effective mobility, 30 K: 4.910e-07 cm^2/(V s)
full/asymptotic conductance, patch 1: 0.897
power share of hottest resistor, patch 1: 0.396
voltage share of hottest resistor: 0.502
bias putting kT/e on it: 5.15 mV
mean field at that bias: 1.29e-03 MV/cm
assumed band mass: 0.34 electron masses
assumed band mobility: 10 cm^2/(V s)
band conductivity, 30 K: 2.10e-11 S/cm
hopping conductivity, 300 K: 1.34e-04 S/cm
band conductivity, 300 K: 7.83e-01 S/cm
assumed relative permittivity: 10
mean carrier distance: 9.01 nm
Coulomb energy there: 16.0 meV = 6.2 kT
conductance ratio with spin, patch 1: 1.826
film-like clusters: 24 of 7 sites
exact/network, cluster median: 1.000
exact/network, cluster minimum: 9.96e-01
every check passed
```
